**RPA correlation energy from the analytic coupling-strength integral: exact lattice model and Au atom**

The result is $E_c^{\rm RPA}=\frac{1}{2\pi}\int_0^\infty d\omega\,\mathrm{Tr}[\ln(1-\chi_0(i\omega)v)+\chi_0(i\omega)v]$ in Hartree units, where $\chi_0$ is the Kohn–Sham density response, $v$ the pair interaction, $\lambda$ the coupling strength, $\Delta_p$ the particle–hole energies, $K_{pq}$ the interaction between pair densities and $\varepsilon_k$ the eigenvalues of $-\chi_0v$. For two electrons on four sites, solved exactly with the density held fixed by Newton inversion, the program asserts that the spectral response agrees with finite differences and with a resolvent, that $\langle W\rangle$ follows from the fluctuation integral, that the $\lambda$–$\omega$ integral equals $E_c$ from its definition, and that the RPA response equals a self-consistent static Hartree response. It also asserts that the matrix logarithm equals a $\lambda$ quadrature of the Dyson solution, that the exact initial slope is half the RPA slope, and that one electron has a negative RPA correlation energy. For the Au atom (spin-unrestricted PBE, def2-SVP with effective core potential) it asserts that the logarithmic formula agrees with a $\lambda$ quadrature of diagonalized responses and with the plasmon sum, that orbital-product and particle–hole traces agree, and that the second-order term $E_2$, the bound $E_2<E_c<0$, the slope $2E_2$, the positive kinetic part and the $\omega^{-4}$ tail hold. The lattice gives $E_c=-0.08456$ Ha exactly and $-0.11977$ Ha in RPA. Gold gives $-0.42959$ Ha ($-11.69$ eV) by all three routes, with four static eigenvalues $\varepsilon_k$ above 1; this is a small-basis valence value.

## Program and output

```python
# Result under test (Hartree atomic units):
#   E_c^RPA = (1/2pi) int_0^inf dw Tr[ ln(1 - chi0(iw) v) + chi0(iw) v ],
# obtained from the exact density-fixed adiabatic connection
#   E_c = int_0^1 U_c dlam,  U_c(lam) = -(1/2pi) int_0^inf dw Tr[v (chi_lam - chi0)]
# with the RPA response chi_lam = (1 - lam chi0 v)^-1 chi0.
# Symbols: chi = dn/dv (negative), lam coupling strength, Delta_p Kohn-Sham
# particle-hole energies, K_pq = (rho_p|v|rho_q), d_p = -2 Delta_p/(Delta_p^2+w^2),
# eps_k eigenvalues of -chi0 v, E2 second-order direct term, T_c = E_c - U_c(1).
# Part A: exactly solved 4-site, 2-electron lattice. Part B: Au atom, PBE/def2-SVP + ECP.
import numpy as np
import sympy as sp
from scipy.linalg import logm
from scipy.constants import physical_constants
from pyscf import gto, scf, dft

scf.hf.MUTE_CHKFILE = True
EV = physical_constants['Hartree energy in eV'][0]
PI = np.pi
x, wx = np.polynomial.legendre.leggauss(60)
freqs, fwts = (1 + x) / (1 - x), 2 * wx / (1 - x) ** 2   # grid on [0, inf)


def lam_grid(n):
    y, wy = np.polynomial.legendre.leggauss(n)
    return (y + 1) / 2, wy / 2


# scalar coupling integral, done symbolically
l_s, e_s = sp.symbols('l e', positive=True)
sym = sp.integrate(e_s / (1 + l_s * e_s) - e_s, (l_s, 0, 1))
for val in (sp.Rational(3, 7), sp.Integer(9)):
    assert abs(complex(sym.subs(e_s, val).evalf()) - (np.log1p(float(val)) - float(val))) < 1e-12

# ---------------- Part A: lattice ----------------
L, hop, U = 4, 1.0, 2.0
vext = np.array([-1.0, 0.0, 0.5, 0.0])
sites, I = np.arange(L), np.eye(L)
T1 = -hop * (np.eye(L, k=1) + np.eye(L, k=-1))
vm = U / np.sqrt(1.0 + (sites[:, None] - sites[None, :]) ** 2)
assert np.linalg.eigvalsh(vm).min() > 0
T2 = np.kron(T1, I) + np.kron(I, T1)
Nop = np.array([np.kron(I[i], np.ones(L)) + np.kron(np.ones(L), I[i]) for i in range(L)])
Wd = vm.ravel()          # up electron on site a, down electron on site b


def exact(lam, pot):
    H = T2 + np.diag(pot @ Nop + lam * Wd)
    E, C = np.linalg.eigh(H)
    psi = C[:, 0]
    return dict(H=H, E=E[0], psi=psi, n=Nop @ psi ** 2,
                rho=(Nop * psi) @ C[:, 1:], Om=E[1:] - E[0], W=Wd @ psi ** 2)


def chi(s, w):
    return (s['rho'] * (-2 * s['Om'] / (s['Om'] ** 2 + w ** 2))) @ s['rho'].T


def fluct(s):
    return -sum(wt * np.trace(vm @ chi(s, w)) for w, wt in zip(freqs, fwts)) / (2 * PI)


full = exact(1.0, vext)
n0 = full['n']


def invert(lam, pot):
    for _ in range(60):
        s = exact(lam, pot)
        if abs(s['n'] - n0).max() < 1e-13:
            break
        pot = pot + np.linalg.pinv(chi(s, 0.0), rcond=1e-9) @ (n0 - s['n'])
    assert abs(s['n'] - n0).max() < 1e-11
    return s, pot


h = 1e-4
fd = np.array([(exact(1, vext + h * I[j])['n'] - exact(1, vext - h * I[j])['n']) / (2 * h)
               for j in range(L)]).T
assert abs(fd - chi(full, 0.0)).max() < 1e-6
dn = (Nop - n0[:, None]) * full['psi']
res = np.linalg.solve((0.7j + full['E']) * np.eye(L * L) - full['H'], dn.T.astype(complex))
assert abs(2 * (dn @ res).real - chi(full, 0.7)).max() < 1e-10
W_fdt = 0.5 * n0 @ vm @ n0 + fluct(full) - 0.5 * np.diag(vm) @ n0
assert abs(W_fdt - full['W']) < 1e-9

lams, lw = lam_grid(14)
pot, fl = vext.copy(), np.zeros(len(lams))
for k in np.argsort(-lams):
    s, pot = invert(lams[k], pot)
    fl[k] = fluct(s)
ks, vks = invert(0.0, pot)
Ec_def = full['E'] - ks['psi'] @ full['H'] @ ks['psi']
Ec_acfd = lw @ (fl - fluct(ks))
assert abs(Ec_def - Ec_acfd) < 1e-8

eo, co = np.linalg.eigh(T1 + np.diag(vks))
Dl, rl = eo[1:] - eo[0], co[:, [0]] * co[:, 1:]


def chi0(w, nspin):
    return nspin * (rl * (-2 * Dl / (Dl ** 2 + w ** 2))) @ rl.T


assert abs(chi0(0.7, 2) - chi(ks, 0.7)).max() < 1e-10
assert abs(chi0(0.7, 2) @ vm - vm @ chi0(0.7, 2)).max() > 1e-3   # they do not commute


def hartree_density(lam, dv):
    n = n0.copy()
    for _ in range(300):
        c = np.linalg.eigh(T1 + np.diag(vks + dv + lam * vm @ (n - n0)))[1][:, 0]
        n = 0.7 * n + 0.3 * 2 * c ** 2
    return n


fdh = np.array([(hartree_density(0.6, h * I[j]) - hartree_density(0.6, -h * I[j])) / (2 * h)
                for j in range(L)]).T
assert abs(fdh - np.linalg.solve(I - 0.6 * chi0(0, 2) @ vm, chi0(0, 2))).max() < 1e-6


def lattice_rpa(nspin):
    elog = equad = 0.0
    for w, wt in zip(freqs, fwts):
        c0 = chi0(w, nspin)
        elog += wt * np.trace(logm(I - c0 @ vm).real + c0 @ vm) / (2 * PI)
        equad -= wt * sum(b * np.trace(vm @ (np.linalg.solve(I - a * c0 @ vm, c0) - c0))
                          for a, b in zip(lams, lw)) / (2 * PI)
    assert abs(elog - equad) < 1e-8
    return elog


Ec_rpa2, Ec_rpa1 = lattice_rpa(2), lattice_rpa(1)
assert Ec_rpa1 < -1e-4
Kl = rl.T @ vm @ rl
E2l = -2 * np.sum(Kl ** 2 / (Dl[:, None] + Dl[None, :]))   # four spin combinations
slope_exact = (invert(1e-4, vks)[0]['W'] - ks['W']) / 1e-4
assert abs(slope_exact / (2 * E2l) - 0.5) < 1e-3
f4 = lambda a: ' '.join('%.4f' % z for z in a)
print('A lattice: t = %.1f Ha, U = %.1f Ha, v_ij = U/sqrt(1+(i-j)^2)' % (hop, U))
print('A site energies (Ha):', f4(vext))
print('A density (electrons):', f4(n0))
print('A KS potential, zero mean (Ha):', f4(vks - vks.mean()))
print('A KS excitation energies (Ha):', f4(Dl))
print('A exact energy = %.8f Ha' % full['E'])
print('A <W> direct = %.8f Ha, from fluctuations = %.8f Ha' % (full['W'], W_fdt))
print('A E_c definition = %.8f Ha' % Ec_def)
print('A E_c exact lam-w integral = %.8f Ha' % Ec_acfd)
print('A E_c RPA = %.8f Ha, E2 direct = %.8f Ha' % (Ec_rpa2, E2l))
print('A slope U_c\'(0): exact = %.5f Ha, RPA = %.5f Ha' % (slope_exact, 2 * E2l))
print('A E_c RPA of one electron in the KS potential = %.8f Ha' % Ec_rpa1)

# ---------------- Part B: Au atom ----------------
mol = gto.M(atom='Au 0 0 0', basis='def2-svp', ecp='def2-svp', spin=1, verbose=0)
mf = dft.UKS(mol)
mf.xc, mf.conv_tol, mf.chkfile = 'pbe', 1e-9, None
mf.kernel()
if not mf.converged:
    mf = mf.newton()
    mf.kernel()
assert mf.converged
nao = mol.nao
dm = mf.make_rdm1()
ang = np.concatenate([[mol.bas_angular(b)] * (mol.bas_nctr(b) * (2 * mol.bas_angular(b) + 1))
                      for b in range(mol.nbas)])
popu = np.diag((dm[0] + dm[1]) @ mol.intor('int1e_ovlp'))
pops = [popu[ang == l].sum() for l in range(3)]
assert abs(pops[2] - 10) < 1e-2 and abs(pops[0] - 3) < 1e-2
hf = scf.UHF(mol)
hf.chkfile = None
E_exx = hf.energy_tot(dm=np.array(dm))

V = mol.intor('int2e').reshape(nao * nao, nao * nao)
P, Delta = [], []
for sp_i in range(2):
    occ = mf.mo_occ[sp_i] > 0.5
    C, e = mf.mo_coeff[sp_i], mf.mo_energy[sp_i]
    P.append(np.einsum('mi,na->iamn', C[:, occ], C[:, ~occ]).reshape(-1, nao * nao))
    Delta.append((e[~occ][None, :] - e[occ][:, None]).ravel())
P, Delta = np.vstack(P), np.concatenate(Delta)
K = P @ V @ P.T
K = (K + K.T) / 2
npair = len(Delta)
Ip = np.eye(npair)
assert Delta.min() > 0
dvec = lambda w: -2 * Delta / (Delta ** 2 + w ** 2)


def eps(w):
    r = np.sqrt(-dvec(w))
    return np.linalg.eigvalsh(r[:, None] * K * r[None, :])


eps_all = np.array([eps(w) for w in freqs])
assert eps_all.min() > -1e-10
wint = lambda g: fwts @ g.sum(axis=1) / (2 * PI)
Ec = wint(np.log1p(eps_all) - eps_all)

# orbital-product representation against particle-hole representation
chi_v = (P.T * dvec(0.5)) @ (P @ V)
sgn, ld = np.linalg.slogdet(np.eye(nao * nao) - chi_v)
assert sgn > 0 and abs(ld - np.log1p(eps(0.5)).sum()) < 1e-8
assert abs(np.trace(chi_v) + eps(0.5).sum()) < 1e-8

# coupling quadrature of the Dyson solution at fixed frequency
lams, lw = lam_grid(28)
table = []
for w in (0.0, 1.0, 10.0):
    dK, ek = dvec(w)[:, None] * K, eps(w)
    quad = -sum(b * (np.trace(np.linalg.solve(Ip - a * dK, dK)) - np.trace(dK))
                for a, b in zip(lams, lw))
    closed = (np.log1p(ek) - ek).sum()
    assert abs(quad - closed) < 1e-6 * abs(closed)
    table.append((w, np.log1p(ek).sum(), -ek.sum(), closed))


def Uc(lam):   # from excitation energies and transition densities at coupling lam
    r = np.sqrt(Delta)
    om2, Z = np.linalg.eigh(np.diag(Delta ** 2) + 2 * lam * r[:, None] * K * r[None, :])
    XY = r[:, None] * Z / om2 ** 0.25
    return 0.5 * np.sum(XY * (K @ XY)) - 0.5 * np.trace(K)


lams, lw = lam_grid(20)
Ec_lam = sum(b * Uc(a) for a, b in zip(lams, lw))
assert abs(Ec_lam - Ec) < 1e-6
A = np.diag(Delta) + K
ev = np.linalg.eigvals(np.block([[A, K], [-K, -A]]))
Om = np.sort(ev.real[ev.real > 0])
assert len(Om) == npair and abs(ev.imag).max() < 1e-6
Ec_pl = 0.5 * (Om.sum() - np.trace(A))
assert abs(Ec_pl - Ec) < 1e-6

ulist = [(a, Uc(a)) for a in (0.25, 0.5, 0.75, 1.0)]
for a, u in ulist:
    assert abs(u + wint(a * eps_all ** 2 / (1 + a * eps_all))) < 1e-7
E2 = -0.5 * np.sum(K ** 2 / (Delta[:, None] + Delta[None, :]))
assert abs(E2 + wint(0.5 * eps_all ** 2)) < 1e-7
assert E2 < Ec_pl < 0
assert abs(Uc(1e-5) / 1e-5 / (2 * E2) - 1) < 1e-3
Tc = Ec_pl - ulist[-1][1]
assert Tc > 0 and abs(Tc - wint(np.log1p(eps_all) - eps_all / (1 + eps_all))) < 1e-6
tail = -2 * Delta @ (K ** 2) @ Delta
eb = eps(1e4)
assert abs((np.log1p(eb) - eb).sum() * 1e16 / tail - 1) < 1e-3

print('B Au atom, UKS PBE/def2-SVP + ECP: %d electrons, %d basis functions' % (mol.nelectron, nao))
print('B s, p, d populations (electrons):', f4(pops))
print('B particle-hole pairs = %d, frequency points = %d' % (npair, len(freqs)))
print('B Delta min = %.5f Ha, Delta max = %.4f Ha' % (Delta.min(), Delta.max()))
print('B six largest eps(w=0) (dimensionless):', f4(eps(0.0)[::-1][:6]))
print('B number of eps(w=0) above 1 = %d' % int((eps(0.0) > 1).sum()))
for w, a, b, c in table:
    print('B w = %4.1f Ha: Tr ln = %.6f, Tr chi0 v = %.6f, sum = %.6f' % (w, a, b, c))
print('B tail coefficient of w^-4 = %.3f Ha^4' % tail)
for a, u in ulist:
    print('B U_c(lam = %.2f) = %.6f Ha' % (a, u))
print('B slope 2*E2 = %.6f Ha' % (2 * E2))
print('B E_c logarithm formula = %.7f Ha = %.4f eV' % (Ec, Ec * EV))
print('B E_c coupling quadrature = %.7f Ha' % Ec_lam)
print('B E_c plasmon sum = %.7f Ha' % Ec_pl)
print('B sum Omega = %.5f Ha, sum Delta = %.5f Ha, tr K = %.5f Ha'
      % (Om.sum(), Delta.sum(), np.trace(K)))
print('B E2 direct = %.6f Ha, E_c/E2 = %.4f' % (E2, Ec / E2))
print('B T_c = %.6f Ha' % Tc)
print('B PBE total energy = %.6f Ha' % mf.e_tot)
print('B Hartree-Fock expression on PBE orbitals = %.6f Ha' % E_exx)
print('B RPA total energy = %.6f Ha' % (E_exx + Ec))
print('success')
```

Running it gives:

```
A lattice: t = 1.0 Ha, U = 2.0 Ha, v_ij = U/sqrt(1+(i-j)^2)
A site energies (Ha): -1.0000 0.0000 0.5000 0.0000
A density (electrons): 0.8288 0.5658 0.3561 0.2493
A KS potential, zero mean (Ha): -0.7043 0.4731 0.5669 -0.3356
A KS excitation energies (Ha): 0.6244 2.0343 3.4635
A exact energy = -2.20327838 Ha
A <W> direct = 1.25133542 Ha, from fluctuations = 1.25133542 Ha
A E_c definition = -0.08455695 Ha
A E_c exact lam-w integral = -0.08455695 Ha
A E_c RPA = -0.11976728 Ha, E2 direct = -0.22619692 Ha
A slope U_c'(0): exact = -0.22619 Ha, RPA = -0.45239 Ha
A E_c RPA of one electron in the KS potential = -0.03824874 Ha
B Au atom, UKS PBE/def2-SVP + ECP: 19 electrons, 32 basis functions
B s, p, d populations (electrons): 3.0000 6.0000 10.0000
B particle-hole pairs = 427, frequency points = 60
B Delta min = 0.05089 Ha, Delta max = 206.4028 Ha
B six largest eps(w=0) (dimensionless): 1.6270 1.5238 1.5238 1.5238 0.8508 0.8508
B number of eps(w=0) above 1 = 4
B w =  0.0 Ha: Tr ln = 12.603079, Tr chi0 v = -16.692620, sum = -4.089541
B w =  1.0 Ha: Tr ln = 5.523341, Tr chi0 v = -6.408273, sum = -0.884931
B w = 10.0 Ha: Tr ln = 0.342389, Tr chi0 v = -0.345000, sum = -0.002611
B tail coefficient of w^-4 = -81.999 Ha^4
B U_c(lam = 0.25) = -0.265864 Ha
B U_c(lam = 0.50) = -0.458745 Ha
B U_c(lam = 0.75) = -0.609730 Ha
B U_c(lam = 1.00) = -0.733659 Ha
B slope 2*E2 = -1.286755 Ha
B E_c logarithm formula = -0.4295918 Ha = -11.6898 eV
B E_c coupling quadrature = -0.4295918 Ha
B E_c plasmon sum = -0.4295918 Ha
B sum Omega = 5510.62541 Ha, sum Delta = 5502.64831 Ha, tr K = 8.83629 Ha
B E2 direct = -0.643377 Ha, E_c/E2 = 0.6677
B T_c = 0.304068 Ha
B PBE total energy = -135.740058 Ha
B Hartree-Fock expression on PBE orbitals = -134.769660 Ha
B RPA total energy = -135.199252 Ha
success
```
